# Thermal Broadening of a Trap Peak and Its Intrinsic Width

At 300 K, a trap peak extracted from a filling curve has a standard deviation of 60 meV. A single sharp level, treated in the same way, would show 46.9 meV. The intrinsic spread of the trap energies is nevertheless 37.4 meV, far more than the difference of 13.1 meV between those two widths. The reason is that variances add here, and widths do not.

## What is extracted

Let \(g(E)\) be the density of trap states per unit volume and energy, with total density \(N=\int g\,dE\), mean energy \(E_0\) and variance \(\sigma_0^2\). Each level holds at most one electron, independently of the others. In equilibrium at Fermi level \(\mu\), the trapped density is

\[
n(\mu)=\int g(E)\,f(E-\mu)\,dE,\qquad
f(E-\mu)=\frac{1}{1+e^{(E-\mu)/kT}} .
\]

The extracted density of states is taken to be \(D(\mu)=dn/d\mu\). The levels do not move as they fill, so the derivative acts on \(f\) alone. With \(x=\mu-E\),

\[
D(\mu)=\int g(E)\,h(\mu-E)\,dE,
\]
\[
h(x)=\frac{d}{dx}\frac{1}{1+e^{-x/kT}}
=\frac{e^{-x/kT}}{kT(1+e^{-x/kT})^2}
=\frac{1}{4kT\cosh^2(x/2kT)} .
\]

The last form follows on multiplying numerator and denominator by \(e^{x/kT}\). The kernel \(h\) is positive and even, and its area is the change in occupation from empty to full, which is 1. It describes the range of Fermi levels over which one sharp level fills.

Let \(s^2\) be the variance of \(D\). The result to be derived is

\[
s^2=\sigma_0^2+\frac{\pi^2(kT)^2}{3}.
\]

Both \(s\) and \(\sigma_0\) are standard deviations. The rule applies to this derivative before any thermal deconvolution; data already deconvolved must not be corrected again.

## First derivation: direct moments

Because \(h\) has unit area, the area of \(D\) is \(N\). Its mean follows from the substitution \(\mu=E+x\) at fixed \(E\):

\[
\frac1N\int \mu D(\mu)\,d\mu
=\frac1N\int g(E)\left[\int(E+x)h(x)\,dx\right]dE=E_0 .
\]

The term in \(x\) vanishes because \(h\) is even. The same substitution in the variance gives

\[
s^2=\frac1N\int g(E)\int
\left[(E-E_0)^2+2(E-E_0)x+x^2\right]h(x)\,dx\,dE .
\]

The first term gives \(\sigma_0^2\), the cross term vanishes by evenness, and the last is the variance of the kernel:

\[
s^2=\sigma_0^2+\sigma_T^2,\qquad \sigma_T^2=\int x^2h(x)\,dx .
\]

No Gaussian shape has been assumed. It remains to find \(\sigma_T^2\). Put \(y=x/kT\) and use

\[
\frac{e^y}{(e^y+1)^2}=-\frac{d}{dy}\frac1{e^y+1}.
\]

The integrand is even, so twice the integral over positive \(y\) suffices. Integration by parts then gives

\[
\frac{\sigma_T^2}{(kT)^2}
=2\left[-\frac{y^2}{e^y+1}\right]_0^\infty
+4\int_0^\infty\frac{y\,dy}{e^y+1}
=4\int_0^\infty\frac{y\,dy}{e^y+1}.
\]

The boundary term is zero at both ends. For \(y>0\), the geometric series is

\[
\frac1{e^y+1}=\frac{e^{-y}}{1+e^{-y}}
=\sum_{m=1}^{\infty}(-1)^{m+1}e^{-my}.
\]

After \(M\) terms the remainder is at most \(e^{-(M+1)y}\) in magnitude. Multiplied by \(y\) and integrated, it contributes at most \(1/(M+1)^2\), which tends to zero, so the series may be integrated term by term. Since \(\int_0^\infty ye^{-my}dy=1/m^2\),

\[
\frac{\sigma_T^2}{(kT)^2}
=4\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}.
\]

The alternating sum is the full sum \(Z=\sum1/m^2\) minus twice its even terms. Those even terms add up to \(Z/4\), so the alternating sum is \(Z/2\).

To find \(Z\), expand the function \(\theta\) on \((-\pi,\pi)\) in sines. Its coefficients are

\[
b_m=\frac1\pi\int_{-\pi}^{\pi}\theta\sin m\theta\,d\theta
=\frac{2(-1)^{m+1}}m .
\]

Parseval's theorem equates \(\frac1\pi\int_{-\pi}^{\pi}\theta^2d\theta=2\pi^2/3\) with \(\sum b_m^2=4Z\). Hence \(Z=\pi^2/6\), and

\[
\sigma_T^2=4(kT)^2\,\frac{\pi^2}{12}=\frac{\pi^2(kT)^2}{3}.
\]

## The 60 meV peak

At 300 K, \(kT=25.85\) meV, so

\[
\sigma_T=\frac{\pi}{\sqrt3}\,(25.85)=46.89\ \text{meV},
\qquad \sigma_T^2=2198.7\ \text{meV}^2 .
\]

Subtraction from the measured variance gives

\[
\sigma_0=\sqrt{3600.0-2198.7}=\sqrt{1401.3}=37.4\ \text{meV}.
\]

The intrinsic width is therefore about 37 meV, or 0.037 eV. Thermal filling supplies 61% of the measured variance.

The subtraction magnifies errors. Differentiating \(\sigma_0^2=s^2-\pi^2k^2T^2/3\) first at fixed \(T\), then at fixed \(s\), gives

\[
\frac{\partial\sigma_0}{\partial s}=\frac{s}{\sigma_0}=1.60,
\qquad
\frac{\partial\sigma_0}{\partial T}
=-\frac{\pi^2k^2T}{3\sigma_0}=-0.196\ \text{meV/K}.
\]

Measured widths of 58 and 62 meV give intrinsic widths of 34.1 and 40.6 meV. If the film is really at 310 K while \(s\) is still 60 meV, the result falls to 35.4 meV.

Two limits show where the inversion is useful. For \(s\gg\sigma_T\), expansion of the square root gives \(\sigma_0\simeq s-\sigma_T^2/(2s)\), a small correction. As \(s\) approaches \(\sigma_T\) from above, \(\sigma_0\) tends to zero and the error factor \(s/\sigma_0\) diverges. A value of \(s\) below 46.9 meV at 300 K is inconsistent with the model. Possible causes include noise in \(s\), a fitted width used in place of the standard deviation, and an error in the temperature, the energy axis, the integration window or the assumed filling law.

Temperature offers a way to separate the two contributions. If \(g\) does not change with temperature, \(s^2\) plotted against \(T^2\) is a straight line with intercept \(\sigma_0^2\) and slope \(\pi^2k^2/3=0.02443\) meV²/K². A skewed peak illustrates this. Take levels 1 meV apart from −59 to 119 meV, with weights proportional to \(E+60\) meV; their variance is 1790 meV². Filling them by Fermi statistics and differencing the filling curve numerically gives variances of 2767, 3989 and 5699 meV² at 200, 300 and 400 K. The slope between the end points is

\[
\frac{5699-2767}{400^2-200^2}=0.0244\ \text{meV}^2/\text{K}^2,
\]

as the rule requires for a peak that is not Gaussian.

## Second derivation: Fourier transform

The second route finds the whole transform of the kernel and reads the variance from its behaviour near the origin. Define

\[
\phi_D(t)=\frac1N\int e^{it\mu}D(\mu)\,d\mu,\qquad
\phi_g(t)=\frac1N\int e^{itE}g(E)\,dE .
\]

With \(\mu=E+x\), the exponential factorizes, and \(\phi_D(t)=\phi_g(t)\,\phi_h(t)\), where

\[
\phi_h(t)=\int e^{itx}h(x)\,dx=I(\tau),\qquad \tau=kTt,
\]
\[
I(\tau)=\int_{-\infty}^{\infty}e^{i\tau y}w(y)\,dy,
\qquad w(y)=\frac{e^y}{(1+e^y)^2}.
\]

Take \(\tau>0\), and integrate \(e^{i\tau z}w(z)\) anticlockwise around the rectangle between the real axis and the line \(\operatorname{Im}z=2\pi\). The vertical sides vanish as they move to infinity, because \(w\) decays as \(e^{-|\operatorname{Re}z|}\). On the upper side, \(w(y+2\pi i)=w(y)\), while the exponential gains a factor \(e^{-2\pi\tau}\). That side is traversed backwards, so

\[
(1-e^{-2\pi\tau})\,I(\tau)=2\pi i\,R,
\]

where \(R\) is the residue at the enclosed pole \(z=i\pi\). Put \(z=i\pi+v\). Then \(e^z=-e^v\), and

\[
w=-\frac{e^v}{(1-e^v)^2}=-\frac1{4\sinh^2(v/2)}
=-\frac1{v^2}+\frac1{12}+\dots
\]

The other factor is \(e^{i\tau z}=e^{-\pi\tau}(1+i\tau v+\dots)\). The coefficient of \(1/v\) in the product is \(R=-i\tau e^{-\pi\tau}\). Therefore

\[
I(\tau)=\frac{2\pi\tau e^{-\pi\tau}}{1-e^{-2\pi\tau}}
=\frac{\pi\tau}{\sinh\pi\tau}.
\]

Evenness of \(w\) extends this to negative \(\tau\), and the limit at \(\tau=0\) is 1, the area of the kernel.

For a distribution with mean \(m\) and variance \(V\), the logarithm of its transform begins as \(imt-Vt^2/2\). If the fourth moment exists, the term in \(t^4\) is \(\kappa_4t^4/24\), where \(\kappa_4\) is the fourth central moment minus \(3V^2\). The product of transforms becomes a sum of logarithms, so means, variances and \(\kappa_4\) all add. For the kernel, put \(a=\pi\tau\). From \(\sinh a/a=1+a^2/6+a^4/120+\dots\),

\[
\ln\frac{a}{\sinh a}
=-\frac{a^2}{6}-\frac{a^4}{120}+\frac12\left(\frac{a^2}{6}\right)^2+\dots
=-\frac{a^2}{6}+\frac{a^4}{180}+\dots
\]

Setting \(-\pi^2(kT)^2t^2/6\) equal to \(-\sigma_T^2t^2/2\) gives \(\sigma_T^2=\pi^2(kT)^2/3\), as before. The next term gives \(\kappa_4=24\pi^4(kT)^4/180=2\pi^4(kT)^4/15\).

### What the shape implies for the quoted width

A Gaussian has \(\kappa_4=0\). For a Gaussian \(g\), the excess kurtosis of \(D\) is therefore

\[
\frac{\kappa_4}{s^4}=\frac65\left(\frac{\sigma_T}{s}\right)^4
=1.2\left(\frac{46.89}{60}\right)^4=0.448 .
\]

The apparent peak is not Gaussian, and a Gaussian fit need not return its standard deviation. An equally weighted least-squares fit to the calculated curve over ±300 meV, with free height and width, gives 57.3 meV instead of 60. If the reported 60 meV is itself such a fitted width, a numerical search for the matching Gaussian \(g\) gives \(\sigma_0=41.2\) meV.

Nor can 60 meV be the full width at half maximum of a thermally broadened Gaussian peak. The kernel falls to half its height where \(\cosh^2(x/2kT)=2\), so its full width is \(4\,\mathrm{arccosh}(\sqrt2)\,kT=91.1\) meV. To see that a symmetric \(g\) cannot narrow it, centre \(g\) at zero, let \(b\) be half this width, and average the contributions from \(E\) and \(-E\). With \(c=\cosh(E/2kT)\), the hyperbolic addition formulas give

\[
\frac{h(b-E)+h(b+E)}{h(E)}
=\frac{2c^2(3c^2-1)}{(c^2+1)^2}\ge1 .
\]

The inequality holds because the numerator minus the denominator is \((5c^2+1)(c^2-1)\), and \(c\ge1\). Integration over \(g\) gives \(D(b)\ge D(0)/2\). For a Gaussian \(g\), \(D\) falls steadily on either side of its centre, so its full width is at least 91.1 meV. The example's calculated full width is 132.3 meV.

## What each derivation assumes

Both derivations need the same physics: equilibrium, independent one-electron levels, and a Fermi level measured relative to levels that stay fixed. Both also need the complete peak, with other charge removed.

Their mathematical demands differ. The moment route needs a finite variance of \(g\) and a kernel with a finite second moment. Evenness of the kernel keeps the mean at \(E_0\), but the variances would add without it, because \(E-E_0\) averages to zero over \(g\). It uses the detailed Fermi function only to evaluate one integral. The Fourier route uses the continuation of that function to complex energy. In return it gives the whole kernel transform, and its product formula holds even when \(g\) has no finite variance. A Lorentzian peak is such a case: the product remains valid, but the variance rule cannot define a width. The kurtosis formula needs a finite fourth moment as well.

A degeneracy factor \(\gamma\) alters neither argument in substance. The occupation becomes \([1+\gamma^{-1}e^{(E-\mu)/kT}]^{-1}\), which is the original function with \(\mu\) replaced by \(\mu+kT\ln\gamma\). The peak moves by \(-kT\ln\gamma\), or −17.9 meV for \(\gamma=2\), and its variance is unchanged.

## A film with band bending

Consider a transistor film of amorphous indium gallium zinc oxide. The parameters are rough: thickness 20 nm, relative permittivity 10, and \(10^{17}\) cm⁻³ traps centred 450 meV below the conduction band. Trap densities and energies depend strongly on processing. The traps are taken to be neutral when empty and negative when filled. Donor-like traps, positive when empty, replace the filled fraction in Poisson's equation below by the filled fraction minus one; for a symmetric peak with no other charge in the film, this mirrors the curve and leaves the added variance unchanged.

One assumption at risk is a uniform Fermi level relative to the traps. Let \(z\) be the distance from a field-free back face, \(d\) the thickness, and \(u(z)\) the Fermi level minus the local trap centre, in volts. With \(F\) the filled fraction and \(\varepsilon\) the permittivity, Poisson's equation for the trapped charge is

\[
u''=\frac{eN}{\varepsilon}F(u),\qquad u'(0)=0 .
\]

When all traps are full, the total bending is \(B=eNd^2/(2\varepsilon)\), which is 36.2 meV as an energy at 20 nm. For weak bending and mean filling \(q\), the surface leads the interior by \(Bq(1-z^2/d^2)\), or \(2Bq/3\) on average. If the surface value is used as the energy axis, the level at filling \(q\) becomes

\[
u_s(q)\simeq U(q)+\frac23Bq,
\]

where \(U\) is the inverse of \(F\). The apparent peak weights equal steps of \(q\) equally. To first order in \(B\), the added variance is \(\frac43B\) times the covariance of \(U\) and \(q\). Integration by parts gives

\[
\int_0^1U\left(q-\tfrac12\right)dq
=\frac12\int_0^1q(1-q)\,dU,
\]
\[
\Delta s^2\simeq\frac23B\int F(1-F)\,d\mu .
\]

For the example, with a Gaussian \(g\) as in all the numbers of this section, the last integral is 33.56 meV. At 20 nm the estimate is \(\frac23(36.2)(33.56)=810\) meV², which raises \(s\) from 60 to 66.4 meV. Numerical integration of Poisson's equation gives 67.1 meV. Applying the ideal rule to that value would return 48.0 meV instead of the true 37.4. With the trap density held fixed, films of 10 and 5 nm would return 40.1 and 38.1 meV.

Conversely, if the measured 60 meV came from a 20 nm film on a surface-potential axis, 37 meV would be too large. Subtracting the first-order 810 meV² from 1401 meV² leaves a width near 24 meV. This is a rough estimate, since the filling integral itself depends on the width and terms of higher order in \(B\) are dropped.

The energy window also matters. For the ideal peak without bending, integration over ±150 meV gives \(s=56.0\) meV and a recovered width of 30.5 meV; ±200 meV gives 59.0 and 35.8 meV. Other charge can act in the opposite direction if it fills mainly towards the edge of the window, as free electrons and tail states do here. Take an effective conduction-band density of \(5\times10^{18}\) cm⁻³ with Boltzmann statistics, and tail states of \(10^{19}\) cm⁻³ eV⁻¹ at the band edge, decaying over 30 meV. Left unsubtracted in the ±200 meV window, the free electrons raise the recovered width to 37.0 meV, and the tail raises it further to 38.2 meV. The near agreement with 37.4 meV is a cancellation between truncation and background, and it does not survive a wider window: over ±250 meV the recovered width is 48.6 meV with the free electrons and 54.9 meV with the tail as well.

Finally, the sweep must allow equilibrium. Detailed balance equates emission from filled traps with capture by empty ones. For capture cross-section \(\sigma_c\), thermal speed \(v_T\), band density \(N_C\) and trap depth \(\Delta\), the emission time is

\[
\tau_e=\frac{e^{\Delta/kT}}{\sigma_c v_T N_C}.
\]

With rough values \(\sigma_c=10^{-16}\) cm² and \(v_T=10^7\) cm/s, this is about 7 ms at the peak centre, 0.03 s at one intrinsic standard deviation (37.4 meV) deeper, and 0.8 s at 120 meV deeper. Fewer than 0.1% of the example's traps lie beyond that last depth. A sweep that is slow enough for the centre can still be too fast for the deep side, and the measured curve is then no longer the equilibrium filling curve on which both derivations rest.
